# Why Mulliken populations are not probabilities between zero and two: test program

```python
"""
Mulliken populations are not probabilities.
Result under test: for two normalized functions a (atom A) and b (atom B) with
overlap s, a doubly occupied orbital c_a a + c_b b has gross populations
    q_a = 2 (c_a^2 + s c_a c_b),   q_b = 2 (c_b^2 + s c_a c_b),
whose exact range is 1 -/+ 1/sqrt(1 - s^2), wider than [0, 2].
In a two-function ground state one population is negative if and only if the
coupling h lies strictly between s*e_a and s*e_b (e_a, e_b: diagonal energies).
A basis on A alone can reproduce a symmetric two-centre density while giving
every electron to A.
Symbols: alpha = Gaussian exponent, R = distance A-B, beta^2 = alpha R^2,
tau_N = norm of b missed by the first N oscillator functions on A.
"""
import numpy as np
from scipy import constants, integrate, optimize
from scipy.linalg import eigh, sqrtm
from scipy.special import erf, erfc, gammainc
from pyscf import gto

BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
HARTREE = constants.physical_constants["Hartree energy in eV"][0]
rng = np.random.default_rng(7)

alpha = 0.4      # inverse square angstrom
R = 1.0          # angstrom
s = np.exp(-alpha * R**2 / 2)
S2 = np.array([[1.0, s], [s, 1.0]])


def populations(c, S, n=2.0):
    """Gross population of each basis function for n electrons in orbital c."""
    return n * c * (S @ c)


# ---- functions along the A-B axis; the transverse factor is common to all ----
z = np.linspace(-13.0, 14.0, 5401)
dz = z[1] - z[0]


def gauss(x, centre):
    return (2 * alpha / np.pi) ** 0.25 * np.exp(-alpha * (x - centre) ** 2)


a_z, b_z = gauss(z, 0.0), gauss(z, R)
assert abs(np.sum(a_z * b_z) * dz - s) < 1e-12

# ---- range of the population: scan of all normalized real orbitals ----
D = np.sqrt(1 - s**2)
q_low, q_high = 1 - 1 / D, 1 + 1 / D
angles = np.linspace(0, np.pi, 20001)
to_orthonormal = np.linalg.inv(np.linalg.cholesky(S2)).T
orbitals = to_orthonormal @ np.array([np.cos(angles), np.sin(angles)])
q_scan = 2 * orbitals * (S2 @ orbitals)
assert np.allclose(q_scan.sum(axis=0), 2.0, atol=1e-12)
assert abs(q_scan[0].min() - q_low) < 1e-6
assert abs(q_scan[0].max() - q_high) < 1e-6
ratio = orbitals[1] / orbitals[0]
clear = np.abs(q_scan[1]) > 1e-9     # leave out the exact zeros
assert np.array_equal((q_scan[1] < 0)[clear],
                      ((ratio > -s) & (ratio < 0))[clear])

# the same range for arbitrary density matrices with occupations in [0, 2]
for _ in range(1000):
    t = rng.uniform(0, np.pi)
    rotation = np.array([[np.cos(t), -np.sin(t)], [np.sin(t), np.cos(t)]])
    C = to_orthonormal @ rotation
    P = C @ np.diag(rng.uniform(0, 2, 2)) @ C.T
    q = np.diag(P @ S2)
    assert q.min() > q_low - 1e-10 and q.max() < q_high + 1e-10

# ---- the extremal orbital is the Loewdin-orthogonalized function a ----
root_S = np.real(sqrtm(S2))
c_ext = np.linalg.inv(root_S)[:, 0]
q_ext = populations(c_ext, S2)
lowdin_ext = 2 * (root_S @ c_ext) ** 2
assert np.allclose(q_ext, [q_high, q_low], atol=1e-10)
assert abs(c_ext[1] / c_ext[0] + s / (1 + D)) < 1e-10
psi_ext = c_ext[0] * a_z + c_ext[1] * b_z
projection_b = np.sum(b_z * psi_ext) * dz
assert abs(2 * c_ext[1] * projection_b - q_ext[1]) < 1e-10


def half_space(c, exponent, distance):
    """Probability of finding one electron nearer to B than to A."""
    S_ab = np.exp(-exponent * distance**2 / 2)
    k = np.sqrt(2 * exponent) * distance / 2
    return (c[0]**2 * erfc(k) / 2 + c[1]**2 * erfc(-k) / 2
            + c[0] * c[1] * S_ab)


def half_space_quadrature(c):
    def density(x):
        return (c[0] * gauss(x, 0.0) + c[1] * gauss(x, R)) ** 2
    return integrate.quad(density, R / 2, 14.0, epsabs=1e-12)[0]


p_ext = half_space(c_ext, alpha, R)
assert abs(p_ext - half_space_quadrature(c_ext)) < 1e-9

# ---- ground-state criterion on random two-function Hamiltonians ----
n_negative = 0
for _ in range(4000):
    sr = rng.uniform(-0.95, 0.95)
    ea, eb, h = rng.uniform(-2, 2, 3)
    Sr = np.array([[1, sr], [sr, 1]])
    ground = eigh(np.array([[ea, h], [h, eb]]), Sr)[1][:, 0]
    q = populations(ground, Sr)
    between = (h - sr * ea) * (h - sr * eb) < 0
    assert (q.min() < 0) == between
    if between:
        n_negative += 1
        assert np.argmin(q) == (1 if eb > ea else 0)
assert 100 < n_negative < 3900


# ---- hydrogen atom at A with an extra function on an empty site B ----
def boys0(x):
    return 1.0 if x < 1e-14 else 0.5 * np.sqrt(np.pi / x) * erf(np.sqrt(x))


def hydrogen(exponent):
    """Ground state in {a, b}; exponent in inverse square angstrom."""
    al, d = exponent * BOHR**2, R / BOHR
    sab = np.exp(-al * d**2 / 2)
    S = np.array([[1, sab], [sab, 1]])
    dist2 = np.array([[0, d**2], [d**2, 0]])
    T = S * (1.5 * al - al**2 * dist2 / 2)
    F = np.array([[1.0, boys0(al * d**2 / 2)],
                  [boys0(al * d**2 / 2), boys0(2 * al * d**2)]])
    H = T - 2 * np.sqrt(2 * al / np.pi) * S * F
    # independent integrals; only the nucleus at the origin attracts
    mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, d)]], unit="Bohr",
                basis={"H": [[0, [al, 1.0]]]}, verbose=0)
    with mol.with_rinv_origin((0.0, 0.0, 0.0)):
        H_ref = mol.intor("int1e_kin") - mol.intor("int1e_rinv")
    assert np.allclose(S, mol.intor("int1e_ovlp"), atol=1e-9)
    assert np.allclose(H, H_ref, atol=1e-8)
    energies, vectors = eigh(H, S)
    c = vectors[:, 0] * np.sign(vectors[0, 0])
    return H * HARTREE, S, energies[0] * HARTREE, c, populations(c, S, 1.0)


def single_energy(exponent):
    al = exponent * BOHR**2
    return 1.5 * al - 2 * np.sqrt(2 * al / np.pi)


best = optimize.minimize_scalar(single_energy, bounds=(0.1, 5.0),
                                method="bounded", options={"xatol": 1e-9}).x
assert abs(best - 8 / (9 * np.pi) / BOHR**2) < 1e-5
compact = 1.5
assert alpha < best < compact
H_d, S_d, E_d, c_d, q_d = hydrogen(alpha)
H_c, S_c, E_c, c_c, q_c = hydrogen(compact)
assert S_d[0, 1] * H_d[0, 0] < H_d[0, 1] < S_d[0, 1] * H_d[1, 1]
assert q_d[1] < 0 and q_d[0] > 1
assert H_c[0, 1] < S_c[0, 1] * H_c[0, 0] and q_c[1] > 0
assert -HARTREE / 2 < E_d < H_d[0, 0]
p_d = half_space(c_d, alpha, R)
assert abs(p_d - half_space_quadrature(c_d)) < 1e-9 and p_d > 0

# ---- bonding orbital rebuilt from oscillator functions on A only ----
sizes = [1, 2, 4, 6, 8]
x = np.sqrt(2 * alpha) * z
osc = [a_z, np.sqrt(2) * x * a_z]
for k in range(1, max(sizes) - 1):
    osc.append(np.sqrt(2 / (k + 1)) * x * osc[k]
               - np.sqrt(k / (k + 1)) * osc[k - 1])
osc = np.array(osc)
assert np.allclose(osc @ osc.T * dz, np.eye(max(sizes)), atol=1e-11)
beta2 = alpha * R**2
b_coef = osc @ b_z * dz
b_formula = [np.exp(-beta2 / 2)]
for k in range(1, max(sizes)):
    b_formula.append(b_formula[-1] * np.sqrt(beta2 / k))
assert np.allclose(b_coef, b_formula, atol=1e-12)

bond = (a_z + b_z) / np.sqrt(2 + 2 * s)
q_bond = populations(np.ones(2) / np.sqrt(2 + 2 * s), S2)
table = []
for N in sizes:
    tau = gammainc(N, beta2)
    residual = b_z - b_coef[:N] @ osc[:N]
    assert abs(np.sum(residual**2) * dz / tau - 1) < 1e-5
    d = osc[:N] @ bond * dz
    d /= np.linalg.norm(d)
    bond_N = d @ osc[:N]
    lost = tau / (2 + 2 * s)
    assert abs(1 - (np.sum(bond * bond_N) * dz) ** 2 - lost) < 1e-11
    moved = np.sum(np.abs(bond**2 - bond_N**2)) * dz
    assert moved <= 2 * np.sqrt(lost) + 1e-10
    # combined basis: N functions on A together with b on B
    functions = np.vstack([osc[:N], b_z])
    S = functions @ functions.T * dz
    on_A = np.diag([1.0] * N + [0.0])
    lam = eigh((on_A @ S + S @ on_A) / 2, S, eigvals_only=True)
    # tolerance: rounding in S is magnified by 1/tau, up to about 1e8
    assert abs(2 * lam[-1] / (1 + 1 / np.sqrt(tau)) - 1) < 1e-5
    assert abs(2 * lam[0] - (1 - 1 / np.sqrt(tau))) < 1e-5 / np.sqrt(tau)
    two_centre = np.zeros(N + 1)
    two_centre[0] = two_centre[-1] = 1 / np.sqrt(2 + 2 * s)
    qA_two = populations(two_centre, S)[:N].sum()
    qA_one = populations(np.append(d, 0.0), S)[:N].sum()
    assert abs(qA_two - 1) < 1e-10 and abs(qA_one - 2) < 1e-10
    table.append((N, tau, lost, moved, qA_two, qA_one,
                  1 - 1 / np.sqrt(tau), 1 + 1 / np.sqrt(tau)))
assert all(u[3] > v[3] for u, v in zip(table, table[1:]))
assert table[-1][3] < 1e-3

# ---- numbers for the text ----
print(f"exponent alpha = {alpha:.2f} 1/angstrom^2")
print(f"distance R = {R:.2f} angstrom")
print(f"overlap s = {s:.4f}")
print(f"sqrt(1-s^2) = {D:.4f}")
print(f"population range, 2 electrons: {q_low:.4f} to {q_high:.4f}")
print("Extremal orbital (Loewdin-orthogonalized a), 2 electrons:")
print(f"  c_a = {c_ext[0]:.4f}, c_b = {c_ext[1]:.4f}")
print(f"  projection <b|psi> = {projection_b:.4f}")
print(f"  net parts 2c_a^2 = {2*c_ext[0]**2:.4f},"
      f" 2c_b^2 = {2*c_ext[1]**2:.4f} electrons")
print(f"  overlap part 4 s c_a c_b = {4*s*c_ext[0]*c_ext[1]:.4f} electrons")
print(f"  Mulliken q_a = {q_ext[0]:.4f}, q_b = {q_ext[1]:.4f} electrons")
print(f"  Loewdin q_a = {lowdin_ext[0]:.4f},"
      f" q_b = {abs(lowdin_ext[1]):.4f} electrons")
print(f"  probability per electron, half-space of B = {p_ext:.4f}")
print(f"Random Hamiltonians: {n_negative} of 4000 ground states"
      " have a negative population")
print("Hydrogen atom at A, empty site at B, 1 electron:")
print(f"  best single exponent = {best:.4f} 1/angstrom^2")
print(f"  exact energy, fixed nucleus = {-HARTREE/2:.4f} eV")
for name, ex, H, S, E, c, q in (
        ("diffuse", alpha, H_d, S_d, E_d, c_d, q_d),
        ("compact", compact, H_c, S_c, E_c, c_c, q_c)):
    print(f"  {name} pair, exponent {ex:.2f} 1/angstrom^2,"
          f" overlap {S[0, 1]:.4f}")
    print(f"    e_a = {H[0, 0]:.4f}, e_b = {H[1, 1]:.4f},"
          f" h = {H[0, 1]:.4f} eV")
    print(f"    s*e_a = {S[0, 1]*H[0, 0]:.4f},"
          f" s*e_b = {S[0, 1]*H[1, 1]:.4f} eV")
    print(f"    ground energy = {E:.4f} eV,"
          f" c_a = {c[0]:.4f}, c_b = {c[1]:.4f}")
    print(f"    q_a = {q[0]:.4f}, q_b = {q[1]:.4f} electrons")
print(f"  diffuse pair: probability in half-space of B = {p_d:.4f}")
print(f"Bonding orbital in {{a,b}}: q_a = {q_bond[0]:.4f},"
      f" q_b = {q_bond[1]:.4f} electrons")
print(f"beta^2 = {beta2:.4f}")
print("N functions on A: tau_N | lost weight | displaced electrons")
for row in table:
    print(f"  N={row[0]}: {row[1]:.3e} | {row[2]:.3e} | {row[3]:.3e}")
print("N functions on A plus b: q_A of two-centre orbital |"
      " of one-centre orbital | range of q_A (electrons)")
for row in table:
    print(f"  N={row[0]}: {row[4]:.4f} | {row[5]:.4f} |"
          f" {row[6]:.2f} to {row[7]:.2f}")
print("verified")
```

Output:

```
exponent alpha = 0.40 1/angstrom^2
distance R = 1.00 angstrom
overlap s = 0.8187
sqrt(1-s^2) = 0.5742
population range, 2 electrons: -0.7416 to 2.7416
Extremal orbital (Loewdin-orthogonalized a), 2 electrons:
  c_a = 1.5451, c_b = -0.8036
  projection <b|psi> = 0.4614
  net parts 2c_a^2 = 4.7749, 2c_b^2 = 1.2916 electrons
  overlap part 4 s c_a c_b = -4.0665 electrons
  Mulliken q_a = 2.7416, q_b = -0.7416 electrons
  Loewdin q_a = 2.0000, q_b = 0.0000 electrons
  probability per electron, half-space of B = 0.0882
Random Hamiltonians: 623 of 4000 ground states have a negative population
Hydrogen atom at A, empty site at B, 1 electron:
  best single exponent = 1.0104 1/angstrom^2
  exact energy, fixed nucleus = -13.6057 eV
  diffuse pair, exponent 0.40 1/angstrom^2, overlap 0.8187
    e_a = -9.9609, e_b = -6.8627, h = -7.9066 eV
    s*e_a = -8.1553, s*e_b = -5.6187 eV
    ground energy = -9.9838 eV, c_a = 1.0740, c_b = -0.0920
    q_a = 1.0725, q_b = -0.0725 electrons
  compact pair, exponent 1.50 1/angstrom^2, overlap 0.4724
    e_a = -10.9979, e_b = 2.9513, h = -6.5525 eV
    s*e_a = -5.1950, s*e_b = 1.3941 eV
    ground energy = -11.1181 eV, c_a = 0.9553, c_b = 0.0883
    q_a = 0.9524, q_b = 0.0476 electrons
  diffuse pair: probability in half-space of B = 0.2293
Bonding orbital in {a,b}: q_a = 1.0000, q_b = 1.0000 electrons
beta^2 = 0.4000
N functions on A: tau_N | lost weight | displaced electrons
  N=1: 3.297e-01 | 9.063e-02 | 4.780e-01
  N=2: 6.155e-02 | 1.692e-02 | 1.825e-01
  N=4: 7.763e-04 | 2.134e-04 | 1.740e-02
  N=6: 4.043e-06 | 1.111e-06 | 1.132e-03
  N=8: 1.140e-08 | 3.134e-09 | 5.581e-05
N functions on A plus b: q_A of two-centre orbital | of one-centre orbital | range of q_A (electrons)
  N=1: 1.0000 | 2.0000 | -0.74 to 2.74
  N=2: 1.0000 | 2.0000 | -3.03 to 5.03
  N=4: 1.0000 | 2.0000 | -34.89 to 36.89
  N=6: 1.0000 | 2.0000 | -496.35 to 498.35
  N=8: 1.0000 | 2.0000 | -9364.98 to 9366.98
verified
```
